# Burgers vectors from relaxed silicon coordinates by mapping closed bond circuits

## Five bonds around a dislocation

Take a square lattice with unit spacing, and five atoms where one extra column of atoms ends:

- bottom row: $(-0.5,0)$ and $(0.5,0)$;
- top row: $(-1,1)$, $(0,1)$ and $(1,1)$.

Walk round them counterclockwise from the lower left atom. The five real bonds are

$$(1,0),\quad (0.5,1),\quad (-1,0),\quad (-1,0),\quad (0.5,-1).$$

Their sum is zero, because the walk returns to its first atom. Now replace each bond by the nearest bond of the perfect lattice, $(\pm1,0)$ or $(0,\pm1)$. The bond $(0.5,1)$ is 0.5 from $(0,1)$ and 1.12 from $(1,0)$, so it becomes $(0,1)$. In the same way $(0.5,-1)$ becomes $(0,-1)$. The mapped sum is

$$(1,0)+(0,1)-(1,0)-(1,0)-(0,1)=(-1,0).$$

The walk closes in the real crystal and fails to close in the perfect one. The vector from its finish back to its start is $\mathbf b=(1,0)$, the Burgers vector.

Next, enlarge the walk. Add atoms at $(1.5,0)$ and $(2,1)$ and go round the larger figure. The bottom now has two steps and the top three, so the mapped sum is $2-3=-1$ along $x$, as before. The added cell has bonds $(1,0)$, $(0.5,1)$, $(-1,0)$, $(-0.5,-1)$, which map to a closed square. Adding a cell that closes cannot change the sum.

The total deviation of the five bonds from their ideal partners is $0.5+0.5=1$, which equals $|\mathbf b|$. A ring with a smaller total deviation could not have hidden a lattice vector. This observation becomes the acceptance rule for silicon.

## The bonds of silicon

Silicon has two sublattices. With lattice constant $a$, the four bonds leaving an atom of one sublattice are

$$\mathbf t_1=\tfrac a4[1,1,1],\quad \mathbf t_2=\tfrac a4[1,\bar1,\bar1],\quad \mathbf t_3=\tfrac a4[\bar1,1,\bar1],\quad \mathbf t_4=\tfrac a4[\bar1,\bar1,1],$$

and those leaving an atom of the other are $-\mathbf t_k$. The bond length is $d=a\sqrt3/4$. The algebra is homogeneous in length, so it reads the same in bohr, the atomic unit, as in angstrom, which is used for the numbers.

A closed walk in perfect silicon alternates between the signs. An example is the six-membered ring

$$\mathbf t_1-\mathbf t_2+\mathbf t_3-\mathbf t_1+\mathbf t_2-\mathbf t_3=0 .$$

Two successive steps give a difference such as

$$\mathbf t_1-\mathbf t_2=\tfrac a2[0,1,1].$$

Such differences generate the face-centred cubic lattice, whose shortest nonzero vector has length $a/\sqrt2$.

## Which atoms can be trusted

Let $\mathbf r$ be a real bond and $\mathbf n(\mathbf r)$ the nearest of the eight vectors $\pm\mathbf t_k$. The crystal axes are assumed known. An atom is accepted if it has four neighbours, if their bonds map onto four different ideal bonds of one sign, and if each bond satisfies

$$|\mathbf r-\mathbf n|<\delta,\qquad \delta=\frac{a}{6\sqrt2}.$$

**The assignment is unique.** Two different ideal bonds of the same sign are $a/\sqrt2$ apart. For opposite signs the smallest distance is $|\mathbf t_1+\mathbf t_2|=\tfrac a4|[2,0,0]|=a/2$. A bond within $\delta$ of one ideal vector is therefore at least $a/2-\delta$ from any other. This exceeds $\delta$, because $a/4>\delta$. For the model crystal used below, $a=5.4309$ Å, $\delta=0.640$ Å and $a/4=1.358$ Å.

**The signs alternate.** If the bond from atom $i$ to atom $j$ maps to $+\mathbf t_k$, the same bond seen from $j$ is $-\mathbf r$ and maps to $-\mathbf t_k$. An accepted atom has bonds of one sign, so $i$ and $j$ belong to opposite sublattices. A closed walk through accepted atoms thus has an even number of steps, and its mapped sum is a lattice vector.

**Every accepted six-ring closes.** Since $\sum\mathbf r=0$ around the ring,

$$\Big|\sum\mathbf n\Big|=\Big|\sum(\mathbf n-\mathbf r)\Big|\le\sum|\mathbf n-\mathbf r|<6\delta=\frac a{\sqrt2}.$$

The left side is the length of a lattice vector, and it is below the shortest nonzero length. It must be zero.

The rule is sufficient, not necessary. In the square lattice the added cell had a total deviation of 1, at the limit for that lattice, and still closed. Rejecting an atom withdraws the guarantee; it does not prove that a dislocation is there.

## Sign and invariance

Choose a line direction, and go round it in the right-handed sense. Along the walk the real bond differs from its ideal partner by the change in displacement, $\mathbf r=\mathbf n+\Delta\mathbf u$. Summing and using $\sum\mathbf r=0$ gives

$$\sum\mathbf n=-\sum\Delta\mathbf u .$$

With the Burgers vector defined by $\mathbf b=\oint d\mathbf u$, the result is

$$\boxed{\;\mathbf b=-\sum\mathbf n(\mathbf r)\;}$$

This is the finish-to-start vector of the mapped walk. Reversing the walk reverses the sum, and reversing the line direction reverses $\mathbf b$.

Two elementary deformations leave the sum unchanged:

1. Stepping along a bond and straight back adds $\mathbf n-\mathbf n=0$.
2. Let an accepted six-ring consist of two paths $P$ and $Q$ with common ends. Going out along $P$ and back along $Q$ gives $\sum_P\mathbf n-\sum_Q\mathbf n=0$. Replacing $P$ by $Q$ in a longer walk therefore changes nothing.

A deformation built from these moves does not cross the core. Conversely, if a walk with $\mathbf b\neq0$ is shrunk to a point by ring moves, at least one move must involve a rejected atom, since a point has zero sum.

## Testing all circuits together

A few circuits that agree do not establish invariance for all. A spanning tree does so for a whole region. Join the atoms of a connected region by bonds that form no loops, and start from a root atom. Adding mapped bonds along the tree gives each atom $i$ an ideal position $\mathbf X_i$. Adding changes of polar angle about the core gives it an unwrapped angle $\Theta_i$. For any bond $i\to j$ define

$$\mathbf S_{ij}=\mathbf X_i+\mathbf n_{ij}-\mathbf X_j,\qquad 2\pi w_{ij}=\Theta_i+\Delta\theta_{ij}-\Theta_j .$$

These are the mapped sum and winding number of the circuit that runs along the tree to $i$, crosses to $j$, and returns along the tree. Now take any closed walk. Its mapped sum is

$$\sum\mathbf n_{ij}=\sum(\mathbf S_{ij}-\mathbf X_i+\mathbf X_j)=\sum\mathbf S_{ij},$$

because each position on the walk appears once with each sign. The angles cancel likewise, so its winding number is $w=\sum w_{ij}$. If every bond satisfies $\mathbf S_{ij}=-w_{ij}\mathbf b$, every closed walk in the region satisfies

$$\sum\mathbf n=-w\,\mathbf b .$$

In units of $a/4$ the ideal bonds have integer components, so $\mathbf S_{ij}$ is exact. The winding number $w_{ij}$ is an integer too, and the value computed from the angles is rounded to remove numerical error.

The general procedure is:

1. Find neighbours by a distance cutoff between the first and second shells, and map each bond.
2. Mark the accepted atoms. Take the centroid of the rejected ones, away from outer surfaces, as the core centre, and their largest distance from it as the core radius.
3. Keep accepted atoms farther from the centre than the core radius plus $d$.
4. Build the tree, read $\mathbf b$ from a bond with $w_{ij}=1$, and check all other bonds.

This form suits one straight dislocation. Several separate groups of rejected atoms need separate centres if their Burgers vectors are to be found one by one. In a cell periodic along the line, a walk that wraps around the period closes only up to a repeat length, and $\sum\mathbf r=0$ fails for it. The simplest safeguard, used here, is to leave bonds that cross the periodic boundary out of the walks.

## A relaxed 60° dislocation

The example has line direction $[1\bar10]$, glide plane $(111)$ and inserted Burgers vector $\tfrac a2[10\bar1]$. The cut lies between widely spaced $(111)$ layers, a distance $d$ apart. The axes are $x\parallel[11\bar2]$, $y\parallel[111]$ and $z\parallel[1\bar10]$. The starting displacement is that of isotropic elasticity. For edge component $b_e$, screw component $b_s$ and Poisson ratio $\nu$,

$$u_x=\frac{b_e}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],\qquad u_z=\frac{b_s\theta}{2\pi},$$

$$u_y=-\frac{b_e}{2\pi}\left[\frac{1-2\nu}{4(1-\nu)}\ln r^2+\frac{x^2-y^2}{4(1-\nu)r^2}\right].$$

One right-handed turn raises $\theta$ by $2\pi$ and $\mathbf u$ by $\mathbf b$, in agreement with the sign convention.

The cylinder has radius 34 Å and repeats every 11.521 Å along the line. Its 2094 atoms interact through the Stillinger–Weber potential, an empirical model. The 1206 atoms within 26 Å of the axis relax, and the rest stay at the elastic solution. Relaxation moves atoms by up to 0.742 Å and leaves a largest force component of $7.6\times10^{-4}$ eV/Å.

The mapping uses atoms within 28 Å of the axis. It rejects 18 of them, with a core radius of 3.26 Å. The 1793 six-rings of accepted atoms that do not cross the periodic boundary all close, as the inequality requires. Rings that cross the boundary, about a quarter of all rings in a cell this short, were not counted. Outside the excluded core, the tree gives 994 independent circuits, and none violates $\mathbf S=-w\mathbf b$.

A circle of radius 12 Å becomes a walk of 48 bonds. Let $m_k$ be the number of $+\mathbf t_k$ steps minus the number of $-\mathbf t_k$ steps. The counts are $(m_1,m_2,m_3,m_4)=(0,-1,0,1)$: all steps cancel except one of each sign. Hence

$$\sum\mathbf n=\mathbf t_4-\mathbf t_2=\tfrac a4\big([\bar1,\bar1,1]-[1,\bar1,\bar1]\big)=\tfrac a4[\bar2,0,2],$$

$$\mathbf b=\tfrac a2[1,0,\bar1]=(2.7155,\,0,\,-2.7155)\ \text{Å}.$$

The length is $|\mathbf b|=a/\sqrt2=3.8403$ Å, or 0.38403 nm.

The counts can also be recovered from $\mathbf S=\sum\mathbf n$. Since $\mathbf t_k\cdot\mathbf t_j=\tfrac{a^2}{16}(4\delta_{kj}-1)$, where $\delta_{kj}$ is the Kronecker symbol,

$$\mathbf t_k\cdot\mathbf S=\frac{a^2}{16}\Big(4m_k-\sum_jm_j\Big)=\frac{a^2}{4}m_k .$$

The sum over $j$ vanishes because plus and minus steps are equal in number. The Burgers vector thus fixes all four $m_k$, however long the walk.

Circles of radius 18 and 24 Å need 72 and 96 bonds and give the same net counts. So do a wavy circuit, which also moves up and down along the line, and an off-centre circuit that still encloses the core. The reversed circle gives $-\mathbf b$. A circuit with the core outside gives zero.

## A check by following atoms

The slip can be found without mapping bonds. Take pairs bonded across the glide plane before the dislocation was inserted, at $-26<x<-18$ Å, behind the core. Their mean relative displacement after relaxation is $(2.655,-0.014,-2.607)$ Å in crystal axes. It differs from $\mathbf b$ by 0.125 Å, about 3% of $|\mathbf b|$.

Most of this difference is elastic distortion across the pair, that is, shear strain together with lattice rotation. For atoms at $y=\pm d/2$ and $|x|\gg d$, the displacement formulas give relative displacements

$$\Delta u_z\simeq b_s\left(1-\frac{d}{2\pi|x|}\right),\qquad \Delta u_x\simeq b_e\left[1-\frac{d}{2\pi|x|}\left(1+\frac1{2(1-\nu)}\right)\right].$$

With $|x|\approx22$ Å, $d=2.3517$ Å and $\nu=0.22$, the fractional shortfalls are 0.017 and 0.028. For $b_s=|\mathbf b|/2$ and $b_e=\sqrt3|\mathbf b|/2$ they amount to 0.03 and 0.09 Å, together about 0.10 Å. The value $\nu=0.22$ is that of the starting field, not of the model crystal, which is anisotropic; its own elastic constants give about 0.11 Å. The slip measurement retains this distortion at finite distance; the mapped sum is free of it because it counts lattice steps.

## Vacancies, rotations and faults

Removing one atom from the perfect cylinder, without relaxation, leaves four atoms with too few neighbours. They are rejected, but every circuit in the surrounding region gives $\mathbf b=0$. Rejected atoms mark places to examine, and a circuit around them decides whether they enclose a Burgers vector.

A rigid rotation by $\varphi$ moves a bond perpendicular to the axis by $2d\sin(\varphi/2)$. Requiring this to stay below $\delta$ gives $\varphi<15.6^\circ$ in an unstrained crystal. This is the worst case, met by an axis such as $[1\bar10]$ that is perpendicular to a bond; about $[111]$ the limit is $16.6^\circ$ and about $[001]$ it is $19.2^\circ$. Strain uses part of the allowance. Turning the relaxed sample by 5° with the reference bonds held fixed raises the number of rejected atoms from 18 to 27, but the mapped vector, expressed in crystal axes, is unchanged. When rotation and strain together use up the allowance around the core, the reference bonds must be turned with the sample.

A stacking fault fails for a different reason. Its atoms keep four neighbours, but three bonds of each are turned by 180° about $[111]$. Split such a slanted bond into a part $\mathbf l$ in the plane and a part $\mathbf h$ along $[111]$, with $|\mathbf h|=d/3$. The turn takes $\mathbf l+\mathbf h$ to $-\mathbf l+\mathbf h$. The nearest ideal vector is $-\mathbf l-\mathbf h$, at distance $2|\mathbf h|=2d/3=1.568$ Å. This is well above $\delta$, so the atom is rejected.

A second cylinder tests this case. A dislocation with the same line and total Burgers vector, now cut between closely spaced $(111)$ layers, is inserted as two partials 16 Å apart:

$$\tfrac a2[10\bar1]=\tfrac a6[2\bar1\bar1]+\tfrac a6[11\bar2].$$

After relaxation, the atoms sampled in the middle of the fault are all fourfold coordinated and all rejected. The mean of their largest bond deviations is 1.585 Å. All 831 independent circuits outside the two partials and the fault are consistent with the full $\tfrac a2[10\bar1]$. A circuit around one partial alone must cross the fault, where this mapping gives no valid answer.

## Real silicon

Perfect dislocations with Burgers vectors of type $\tfrac a2\langle110\rangle$ are among the extended defects left by implantation and annealing. The compact example assumes that the core stays undivided. In real silicon a 60° dislocation whose glide plane lies between closely spaced $(111)$ layers can lower its elastic energy by splitting, at the cost of a fault energy $\gamma$ per area. On the glide plane, the displacement formulas give the shear stress of an edge component as

$$\sigma_{xy}=\mu\left(\frac{\partial u_x}{\partial y}+\frac{\partial u_y}{\partial x}\right)=\frac{\mu b_e}{2\pi x}\left[1+\frac1{2(1-\nu)}-\frac{1-2\nu}{2(1-\nu)}\right]=\frac{\mu b_e}{2\pi(1-\nu)x}.$$

The second partial is pure edge, with component $a/\sqrt6$; the first has edge component $a/(2\sqrt6)$. The repulsive force per length is stress times Burgers vector. Setting it equal to $\gamma$ gives the separation

$$D=\frac{\mu}{2\pi(1-\nu)\gamma}\,\frac{a^2}{12}.$$

With rough values $\mu=64$ GPa, $\gamma=0.06$ J/m² and $\nu=0.22$, $D\approx53$ Å, or 5.3 nm. This estimate is isotropic; the cubic elastic constants of silicon raise it to about 56 Å at the same $\gamma$. The inserted 16 Å is much narrower and is not a prediction of the equilibrium width. The Stillinger–Weber potential cannot supply that width: in an ideal fault all bonds and angles stay tetrahedral and the next atoms lie beyond its cutoff, so its fault energy is zero. A centred circuit around the real pair would have to reach about 27 Å to each side along the glide plane, with further room for the partial cores. The 28 Å region used here would be too small.

Temperature matters if coordinates are taken from a moving crystal. In a harmonic model of a perfect 64-atom cell, the rms change of a bond vector is 0.129 Å at 300 K and 0.236 Å at 1173 K, an annealing temperature. At 1173 K fewer than 0.1% of the sampled atoms are rejected; at 300 K none are. A 4096-atom cell changes the rms values to 0.130 and 0.237 Å and brings the harmonic rejection rate at 1173 K close to 0.1%. That rate is sensitive to the model. Dynamics with the full potential at 1173 K give about 0.25 Å and 0.3%. The potential also makes the zone-boundary transverse acoustic modes stiffer than in real silicon, and weakening its angle term by a quarter raises the harmonic rate to about 0.5%. Near a dislocation there is less room: the largest static deviation in the tested region is 0.566 Å, which leaves 0.074 Å below $\delta$. Thermal motion can therefore reject atoms there even at 300 K, and a snapshot should be relaxed before it is mapped. Thermal expansion between these temperatures lengthens $|\mathbf b|$ by about 0.013 Å for a rough coefficient of $4\times10^{-6}$ per kelvin. It changes the length assigned to $\tfrac a2[10\bar1]$, not the integers found by the circuit.

## Computed values

```
lattice constant a = 5.4309 A, bond length d = 2.3517 A
energy per atom, perfect crystal = -4.3365 eV
accepted bond deviation delta = 0.6400 A
half the smallest gap between ideal bonds = 1.3577 A
shortest lattice vector = 3.8403 A
largest rigid rotation accepted, no strain = 15.64 degrees
cylinder: radius 34 A, free radius 26 A, period 11.521 A
COMPACT 60-degree dislocation
atoms = 2094, free atoms = 1206
largest move in relaxation = 0.742 A, residual force = 7.6e-04 eV/A
flagged atoms = 18, core radius = 3.26 A
core centre x, y = 0.15, -0.56 A
largest bond deviation in tested region = 0.566 A
six-rings of accepted atoms = 1793, not closing = 0
independent circuits = 994, bonds closing a winding circuit = 28, violations = 0
b in units of a/2 = [0.5 0 -0.5]
b = (2.7155, 0.0000, -2.7155) A
|b| = 3.8403 A = 0.38403 nm
slip from followed atoms = (2.655, -0.014, -2.607) A
circuit: bonds, winding, b in a/2, net steps along t1..t4
  circle, radius 12 A          48   1  [0.5 0 -0.5] [0, -1, 0, 1]
  circle, radius 18 A          72   1  [0.5 0 -0.5] [0, -1, 0, 1]
  circle, radius 24 A          96   1  [0.5 0 -0.5] [0, -1, 0, 1]
  wavy, 18 +- 4 A, z +- 4 A    96   1  [0.5 0 -0.5] [0, -1, 0, 1]
  radius 16 A, shifted 6 A     66   1  [0.5 0 -0.5] [0, -1, 0, 1]
  reversed, radius 18 A        72  -1  [-0.5 0 0.5] [0, 1, 0, -1]
  core outside, radius 6 A     22   0  [0 0 0]   [0, 0, 0, 0]
CONTROLS
perfect crystal: flagged = 0, b in a/2 = [0 0 0]
unrelaxed vacancy: flagged = 4, b in a/2 = [0 0 0]
sample turned by 5 degrees: flagged = 27, b in a/2 = [0.5 0 -0.5]
DISSOCIATED dislocation, partials inserted 16 A apart
atoms = 2085, residual force = 4.4e-04 eV/A
flagged atoms = 33, core radius = 8.43 A
independent circuits = 831, violations = 0
b in units of a/2 = [0.5 0 -0.5]
bond deviation in fault: ideal 2d/3 = 1.568 A, relaxed mean = 1.585 A
NEGLECTED EFFECTS
T = 300 K: rms bond change = 0.129 A, atoms rejected = 0.000 percent
T = 1173 K: rms bond change = 0.236 A, atoms rejected = 0.055 percent
growth of |b| from 300 to 1173 K = 0.0134 A (rough expansion 4e-06 per K)
rough inputs: shear modulus 64 GPa, fault energy 0.06 J/m2, Poisson 0.22
estimated real partial separation = 53 A
```
